# Why ground-state coupled cluster fails around a conical intersection

**Question.** A molecule is taken around a closed loop of geometries that encloses a conical intersection between its ground state and first excited state. The gap may be wide all along the loop. Why do the ground-state coupled-cluster (CC) amplitudes nevertheless diverge somewhere on it, and under what conditions?

**Answer.** CC theory fixes the sign of its wavefunction by the sign of the reference determinant. The true ground state returns from the loop with the opposite sign, whereas a continuous closed-shell reference returns with its own. The two must be orthogonal somewhere on the way, and there the CC form of the state does not exist.

## The sign of the exact state

Let the Hamiltonian be real, so that the normalized ground state $\Psi_0$ can be chosen real. Its sign is then the remaining freedom, and continuity along the loop fixes it once it is chosen at the start. "Ground state" means the lowest state of one spin symmetry.

Near the intersection two states matter. Apart from a common energy, their Hamiltonian is

$$
H=g\begin{pmatrix}\cos\varphi&\sin\varphi\\ \sin\varphi&-\cos\varphi\end{pmatrix},\qquad g>0 .
$$

At a conical intersection both matrix entries are independent linear functions of the displacement, so a small loop takes $\varphi$ once through $2\pi$. The lower eigenvector, of energy $-g$, is

$$
v(\varphi)=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.
$$

Indeed, the first row of $Hv$ is $g(-\cos\varphi\sin\frac{\varphi}{2}+\sin\varphi\cos\frac{\varphi}{2})=g\sin\frac{\varphi}{2}$, and the second is $-g\cos\frac{\varphi}{2}$. The half angle gives $v(2\pi)=-v(0)$. This is the geometric phase.

A larger loop can be shrunk to a small one. While the gap stays open the sign varies continuously, and a quantity that can be only $+1$ or $-1$ then cannot change. A loop around several intersections deforms into small loops joined by paths run in both directions. The path signs cancel and the loop signs multiply, so an odd number of intersections gives $-1$.

## The sign of the reference

Let the occupied space of a closed-shell determinant $\Phi$ vary continuously and return to itself. The real occupied orbitals then return up to an orthogonal matrix $Q$. The spin-up and spin-down electrons each contribute a factor $\det Q=\pm1$, so $\Phi$ gains

$$
(\det Q)^2=+1 .
$$

An individual orbital may change sign, but its double occupation removes that sign.

The overlap $c_0=\langle\Phi|\Psi_0\rangle$ is therefore a continuous real function with $c_0(2\pi)=-c_0(0)$. By the intermediate-value theorem it vanishes somewhere, and it changes sign an odd number of times if its zeros are isolated.

Each assumption matters. An open-shell determinant can itself change sign, and then no zero is forced. A reference that jumps can skip the zero. With complex orbitals $c_0$ may pass around zero in the complex plane, so the argument no longer applies.

## From a vanishing overlap to diverging amplitudes

The CC state $e^T\Phi$ has overlap 1 with $\Phi$, because every term of $T$ excites electrons out of $\Phi$. If $T$ is not truncated,

$$
e^T\Phi=\frac{\Psi_0}{c_0},\qquad \|e^T\Phi\|=\frac{1}{|c_0|}.
$$

In a finite orbital basis the exponential series ends, since only finitely many electrons can be excited. The left side is then a polynomial in the amplitudes. Bounded amplitudes would give a bounded norm, so at least one amplitude diverges as $c_0\to0$.

Two electrons in an occupied orbital $i$ and a virtual orbital $a$ show which ones. Write

$$
T=t_1(A+B)+t_2AB,\qquad A=a_\uparrow^\dagger i_\uparrow,\quad B=a_\downarrow^\dagger i_\downarrow .
$$

Let $S=(A+B)\Phi/\sqrt2$ be the normalized singly excited singlet and $D=AB\,\Phi$ the doubly excited determinant. Since $A^2=B^2=0$ and $AB=BA$, one has $(A+B)^2/2=AB$, and

$$
e^T\Phi=\Phi+\sqrt2\,t_1S+(t_2+t_1^2)D .
$$

Comparison with $\Psi_0/c_0=\Phi+(c_S/c_0)S+(c_D/c_0)D$ gives

$$
t_1=\frac{c_S}{\sqrt2\,c_0},\qquad t_2=\frac{c_D}{c_0}-t_1^2 .
$$

The energy supplies the missing ratio. For Hartree–Fock orbitals $\langle\Phi|H|S\rangle=0$ by Brillouin's theorem. With $K_{ov}=\langle\Phi|H|D\rangle$, projection of $(H-E)\Psi_0=0$ on $\Phi$ gives

$$
(E_{\rm HF}-E)c_0+K_{ov}c_D=0
\;\Rightarrow\;
E=E_{\rm HF}+K_{ov}(t_2+t_1^2).
$$

For $K_{ov}\ne0$ the sum $t_2+t_1^2=c_D/c_0$ is finite even where $c_0$ vanishes. At such a point $c_D=0$ too, so the normalized state is purely $S$. At a simple zero $t_1$ thus has a simple pole, while $t_2$ has a double pole because it must cancel $t_1^2$. The energy stays finite and smooth.

## A model with a continuous reference

Take two electrons on sites L and R with site energies $+\Delta/2$ and $-\Delta/2$, hopping matrix element $-t$, on-site repulsion $U$ and exchange integral $K=(LR|LR)$. Real orbitals have an intersite Coulomb integral $J\ge K$, but $J$ can be absorbed: $U$ stands for the on-site repulsion minus $J$, and all state energies are measured from $J$. The two sites represent two active orbitals of a larger molecule; an actual two-electron molecule has a nondegenerate singlet ground state and no such intersection. In the singlet basis LL, LR, RR, where LR is the normalized open-shell singlet,

$$
H=\begin{pmatrix}U+\Delta&-\sqrt2t&K\\-\sqrt2t&K&-\sqrt2t\\K&-\sqrt2t&U-\Delta\end{pmatrix}.
$$

The factor $\sqrt2$ arises because either electron of a pair can hop. The integral $K$ transfers a pair between the sites and raises the open-shell singlet by $K$; it lowers the triplet to $-K$.

At $t=0$ the open-shell singlet has energy $K$ and the lower closed-shell state $U-\sqrt{\Delta^2+K^2}$. They cross at $\Delta_c$, where $(U-K)^2=\Delta_c^2+K^2$, so

$$
\Delta_c=\sqrt{U^2-2UK}.
$$

Near this point the energy difference is linear in $\Delta$ and the coupling linear in $t$: the intersection is conical.

For restricted Hartree–Fock (RHF), let the occupied orbital be $\sin(\alpha/2)L+\cos(\alpha/2)R$. Its determinant is

$$
\Phi=\sin^2\tfrac{\alpha}{2}\,{\rm LL}+\tfrac{\sin\alpha}{\sqrt2}\,{\rm LR}+\cos^2\tfrac{\alpha}{2}\,{\rm RR}.
$$

In $\langle\Phi|H|\Phi\rangle$ the repulsion gives $U(1-\frac12\sin^2\alpha)$, the site energies $-\Delta\cos\alpha$, and the hopping $-2t\sin\alpha$. The diagonal and pair-transfer terms in $K$ give $\frac12K\sin^2\alpha$ each. Hence

$$
E_{\rm HF}=U-\Delta\cos\alpha-2t\sin\alpha-\tfrac12\Delta_h\sin^2\alpha,\qquad \Delta_h=U-2K .
$$

For $\Delta>0$ the replacement $\alpha\to\pi-\alpha$ shows that the minimum has $\cos\alpha\ge0$. Setting the derivative to zero and dividing by $\cos\alpha$ gives

$$
\Delta\tan\alpha-\Delta_h\sin\alpha=2t .
$$

The left side has slope $\Delta/\cos^2\alpha-\Delta_h\cos\alpha$, which is positive for $\Delta>\Delta_h$. There is then one real solution, and it varies continuously. Below $\Delta_h$, at $t=0$, the minimum splits into two with $\cos\alpha=\Delta/\Delta_h$.

The intersection lies in the continuous region, because

$$
\Delta_c^2-\Delta_h^2=2K(U-2K)>0\quad\text{for }0<K<U/2 .
$$

## The overlap near its zero

On the segment $t=0$, $\Delta_h<\Delta<\Delta_c$, the reference is RR and the exact ground state is LR, so $c_0=0$. Now let $t$ be small. The RHF condition becomes $(\Delta-\Delta_h)\alpha=2t$, and the reference acquires an LR component

$$
\frac{\alpha}{\sqrt2}=\frac{\sqrt2\,t}{\Delta-\Delta_h}.
$$

The exact state becomes ${\rm LR}+\ell\,{\rm LL}+r\,{\rm RR}$. To first order its energy is still $K$, and the first and third rows of the eigenvalue equation read

$$
(U+\Delta-K)\ell+Kr=\sqrt2t,\qquad K\ell+(U-\Delta-K)r=\sqrt2t .
$$

Solving for $r$ gives

$$
r=\sqrt2t\,\frac{U+\Delta-2K}{(U-K)^2-\Delta^2-K^2}
=\sqrt2t\,\frac{\Delta+\Delta_h}{\Delta_c^2-\Delta^2}.
$$

The overlap is the sum of the two contributions. Over a common denominator the numerator is $(\Delta_c^2-\Delta^2)+(\Delta^2-\Delta_h^2)$, so

$$
c_0\simeq\kappa t,\qquad
\kappa=\sqrt2\,\frac{\Delta_c^2-\Delta_h^2}{(\Delta-\Delta_h)(\Delta_c^2-\Delta^2)} .
$$

With $c_S\to1$ the amplitudes follow:

$$
t_1\simeq\frac{1}{\sqrt2\,\kappa t},\qquad t_2\simeq-\frac{1}{2\kappa^2t^2}.
$$

The response of the reference and the mixing of RR into the exact state both make $|c_0|$ grow away from the segment, but neither removes the sign change of $c_0$.

Consider the loop $\Delta=\Delta_c+\rho\cos\varphi$, $t=\frac{\rho}{2}\sin\varphi$. Close to $\varphi=\pi$, with $\delta=\pi-\varphi$, one has $t\simeq\rho\delta/2$. For small $\rho$, $\Delta_c^2-\Delta^2\simeq2\Delta_c\rho$, and $\rho$ cancels:

$$
c_0\simeq\frac{\sqrt2(\Delta_c+\Delta_h)}{4\Delta_c}\,\delta .
$$

Shrinking the loop therefore does not weaken the pole in the angle. Enlarging it does weaken the pole: with the full $\kappa$ at $\Delta=\Delta_c-\rho$,

$$
t_1\simeq\frac{(\Delta_c-\Delta_h-\rho)(2\Delta_c-\rho)}{\Delta_c^2-\Delta_h^2}\,\frac1\delta .
$$

But the pole remains as long as $\rho<\Delta_c-\Delta_h$: the reference then stays continuous, and each such loop crosses the segment. In $N$ nuclear coordinates the single condition $c_0=0$ generically defines a surface of dimension $N-1$, whereas the intersection itself has dimension $N-2$. The failure is thus not confined to the neighbourhood of the degeneracy.

## Numbers on one loop

Choose the round model parameters $U=10$ eV and $K=1.8$ eV. Then

$$
\Delta_c=\sqrt{100-36}=8\ {\rm eV},\qquad \Delta_h=10-3.6=6.4\ {\rm eV}.
$$

With $\rho=1$ eV the loop stays at $\Delta\ge7$ eV, in the continuous region. At each angle the $3\times3$ matrix is diagonalized and the RHF energy minimized numerically. The sign of $\Psi_0$ is chosen so that its LR component is positive, which is continuous through $180^\circ$.

| $\varphi$ | $c_0$ | $t_1$ | $t_2$ |
|---:|---:|---:|---:|
| 90° | 0.873 | 0.351 | −0.377 |
| 150° | 0.552 | 1.017 | −1.501 |
| 170° | 0.262 | 2.567 | −7.192 |
| 179° | 0.031 | 22.44 | −504.4 |
| 181° | −0.031 | −22.44 | −504.4 |
| 270° | −0.873 | −0.351 | −0.377 |

The single amplitude changes sign through infinity, while the double amplitude goes to $-\infty$ on both sides. At 720 sampled angles the smallest gap between the two lowest singlets is 0.97 eV. The divergence is thus not a sign of near-degeneracy at that geometry.

At $\Delta=7$ eV the slope formula gives

$$
\kappa=\sqrt2\,\frac{64-40.96}{0.6\times15}\ {\rm eV}^{-1}=3.62\ {\rm eV}^{-1},
$$

and hence $t_1\simeq(0.1953\ {\rm eV})/t$. At $179^\circ$, $t=0.5\sin1^\circ=0.00873$ eV, which predicts $t_1\simeq22.4$, in agreement with the table.

The energy at that angle shows the cancellation. With $E_{\rm HF}=2.9996$ eV and $K_{ov}=1.803$ eV,

$$
K_{ov}t_1^2=908.07\ {\rm eV},\qquad K_{ov}t_2=-909.27\ {\rm eV}.
$$

Their sum is $-1.20$ eV, and $E=3.00-1.20=1.80$ eV. The energy gives no warning of the pole.

Equation-of-motion (EOM) CC inherits the difficulty. It diagonalizes $\bar H=e^{-T}He^T$, which has the exact spectrum for any finite $T$ if nothing is truncated. But the root of the sum of squares of its elements, in the basis $\Phi,S,D$, rises from 20 eV at $90^\circ$ to 134 eV at $170^\circ$ and $5.8\times10^4$ eV at $179^\circ$. Eigenvalues below 20 eV must emerge from much larger elements, and at the zero $\bar H$ is undefined. EOM built on the ground-state amplitudes then fails there for the excited states too. The CC equations have other roots, however. At $180^\circ$ the root $t_1=0$, $t_2=-0.127$ describes the excited singlet at 2.77 eV, and its $\bar H$ is finite and has the exact spectrum, with the ground state at a negative excitation energy. That root has its own pole at $0^\circ$, where the excited singlet is LR and the reference is RR.

## Is the cause topology or symmetry?

In this model the zero sits at $180^\circ$ because LR decouples from LL and RR at $t=0$. An added integral $(LL|LR)=x$ removes this symmetry: it changes the LL–LR coupling to $\sqrt2(x-t)$ but leaves the LR–RR coupling at $-\sqrt2t$. For $x=1$ eV, on the same loop, the exact state still changes sign. A numerical root search finds the zero at $183.9^\circ$. Symmetry located the zero; the sign change keeps it in existence.

A loop of the same size centred at $\Delta=11$ eV encloses no intersection. The exact state returns with sign $+1$, and the least $|c_0|$ at 720 sampled angles is 0.99.

The loop $\Delta=20\cos\varphi$, $t=10\sin\varphi$ (in eV) encloses two intersections, at $\Delta=\pm8$ eV, since exchanging L and R reverses $\Delta$. Here $\alpha$ advances by $2\pi$, so the occupied orbital, which contains $\alpha/2$, changes sign. The closed-shell determinant does not, and neither does the exact state. The least sampled $|c_0|$ is again 0.99. If the two sites held only one electron, its lowest orbital would be both the determinant and the exact state. Both would change sign together around this loop, with overlap 1 throughout. This is the open-shell exception in its simplest form.

## What happens when the reference jumps?

For $\rho=3$ eV the loop reaches $\Delta=5$ eV at $180^\circ$, below $\Delta_h$. The lowest real RHF solution switches there between $\alpha=+0.67$ and $-0.67$, because $\cos\alpha=5/6.4$. The exact state is LR, so

$$
c_0=\frac{\sin\alpha}{\sqrt2}=\pm0.44
$$

on the two sides. The overlap changes sign by a jump and not through zero. Untruncated CC then has finite amplitudes around the loop, but $T$ is discontinuous: at the switch $t_1$ goes from $+1.25$ to $-1.25$, while $t_2=-2.56$ on both sides. The CC state $\Psi_0/c_0$ changes sign abruptly where the reference switches, and this jump takes the place of the pole.

## What happens when CC is truncated?

Truncated amplitudes are not ratios of exact coefficients, so the exact zero does not dictate where they diverge, or whether they do. The topology still restricts them. If $T$ is real, finite, continuous and single-valued on the loop, and $\Phi$ returns with sign $+1$, then $e^T\Phi$ returns to itself. It never vanishes, since its overlap with $\Phi$ is 1. Such a state cannot carry the geometric phase. A truncated method must therefore diverge, lose its real solution, fail to return to the same solution, or describe a state of the wrong topology.

CC with doubles alone (CCD) takes the last course here. On the $\rho=1$ eV loop, solved every $5^\circ$, its $t_2$ stays between $-0.17$ and $-0.10$. At $180^\circ$ it mixes RR with LL and gives

$$
E_{\rm CCD}=10-\sqrt{7^2+1.8^2}=2.77\ {\rm eV}.
$$

That is the energy of the excited singlet, 0.97 eV above the exact singlet ground state of the model. The method has followed the closed-shell state through the region where it is no longer the lowest.

## What removes the obstruction?

Another continuous, real closed-shell reference can move the zero but cannot abolish it. A complex determinant may avoid the zero, as noted above. In the model the real RHF solution is not the lowest determinant on the $\rho=1$ eV loop: at 18 sampled angles a complex closed-shell determinant lies 0.05 to 0.45 eV lower and keeps $|c_0|\ge0.50$, and an unrestricted determinant lies 1 to 3 eV lower. The triplet, at $-1.8$ eV, is below both singlets along the whole loop. Another remedy is to drop the requirement that the ground state have unit overlap with a single closed-shell determinant.

In the present model the triplet offers a way out. Its determinant with both spins up, one electron on each site, has energy $-K=-1.8$ eV everywhere: the site energies cancel, and the Pauli principle blocks hopping. Two orbitals leave this determinant no excitations of the same spin projection, so its $T$ is zero. Spin-flip EOM-CC then obtains both singlets as eigenvectors of one linear problem. An eigenvector may have a vanishing component on any determinant and may change sign around the loop, so both the intersection and its geometric phase are described.

In a larger molecule this route requires a reference state that itself stays nondegenerate and well described along the loop, and truncation errors remain. The gain is that the ground state's sign is no longer tied to that of a closed-shell determinant.

Numbers in the example were calculated in double precision.
